# Spectral Quadrature: Local Densities of States from Lanczos on a Grid

## A ring that can be seen through

Take twelve grid points on a ring, spacing $h$, with no potential. The fourth-order stencil for $-\tfrac12 d^2/dx^2$ has the entries

$$t_0=\frac{5}{4h^2},\qquad t_1=-\frac{2}{3h^2},\qquad t_2=\frac{1}{24h^2}$$

on the diagonal and for first and second neighbours. Its eigenvectors are plane waves with $q=2\pi m/12$ and energies $\varepsilon(q)=t_0+2t_1\cos q+2t_2\cos 2q$. Each plane wave has weight $1/12$ at each point.

There are twelve states, but one point sees fewer energies. The waves $q$ and $-q$ share an energy, and

$$\frac{d\varepsilon}{dq}=\frac{\sin q}{h^2}\left(\frac43-\frac13\cos q\right)>0\quad(0<q<\pi),$$

so no other energies coincide. The point sees seven energies, with weights $1/12$ at $q=0$ and $q=\pi$ and $2/12$ at the other five. For any function $f$, the diagonal element $f(H)_{00}$ is a sum of seven terms.

These seven energies can be found without the other states. The vectors $e_0, He_0, H^2e_0,\dots$ are even under reflection about the starting point, and the even vectors form a seven-dimensional space. A matrix of size seven in that space holds all that point 0 can know.

A general potential removes this economy: a point may then see as many energies as there are grid points. The useful question becomes how few energies suffice when $f$ is smooth.

## The quantity wanted

Let $H$ be a real symmetric grid Hamiltonian, in Hartree atomic units, with orthonormal eigenvectors $\psi_k$ and energies $\varepsilon_k$. The local density of states at point $i$ is the measure

$$\mu_i(\varepsilon)=\sum_k|\psi_k(i)|^2\,\delta(\varepsilon-\varepsilon_k),\qquad \int d\mu_i=1 .$$

The normalization follows from completeness. For noninteracting electrons with two spins, the density in one dimension is

$$n(x_i)=\frac2h\int f\,d\mu_i=\frac2h f(H)_{ii},\qquad f(\varepsilon)=\frac{1}{1+e^{(\varepsilon-\mu)/kT}} .$$

The factor $1/h$ appears because the grid vectors satisfy $\sum_i|\psi_k(i)|^2=1$; in three dimensions it becomes $1/h^3$. The chemical potential $\mu$ carries no index, unlike the measure $\mu_i$.

Full diagonalization gives $\mu_i$ at a cost growing as the cube of the number of points. A naive shortcut is to fix $n$ energies in advance, compute moments $(H^k)_{ii}$, and solve for $n$ weights that reproduce them. Three things go wrong.

First, $n$ free weights can match just $n$ general moments, of degrees 0 to $n-1$. The vectors $H^ae_i$ with $a\le n-1$ contain more, since

$$(H^ae_i)^{\mathsf T}H(H^be_i)=(H^{a+b+1})_{ii}$$

reaches degree $2n-1$. Half of the information is discarded.

Second, the weights can be negative. With two nodes $a<b$ and mean energy $m$, matching degrees 0 and 1 gives $w_b=(m-a)/(b-a)$, which is negative if $m<a$.

Third, raw powers become numerically dependent as the degree grows. In the example below the spectrum runs from $-0.365$ to $10.917$ Ha. In $H^{11}e_i$ the lowest state is suppressed relative to the highest by $(0.365/10.917)^{11}\approx6\times10^{-17}$, apart from their initial amplitudes. High powers thus point ever more toward the top of the spectrum. Lower powers still carry the low states, so the damage sets in gradually. At the example point, the rule derived below, when built from raw moments in double precision, has nodes good to about $10^{-11}$ Ha for six nodes. With twelve nodes the middle ones are off by 0.05 Ha, and with fifteen the moment matrix is no longer numerically positive definite. Moving the energy origin to the middle of the spectrum postpones the loss, with node errors near $10^{-7}$ Ha for fifteen nodes, but does not remove it.

The cure for the third fault is to orthogonalize the vectors as they are made. It cures the other two as well.

## Lanczos makes the rule

Set $q_1=e_i$, $\beta_0=0$, and repeat

$$\alpha_k=q_k^{\mathsf T}Hq_k,\qquad \beta_kq_{k+1}=Hq_k-\alpha_kq_k-\beta_{k-1}q_{k-1},$$

with $\beta_k>0$ chosen to normalize $q_{k+1}$. Two subtractions suffice for orthogonality. For $j<k-1$, the vector $Hq_j$ lies in the span of $q_1,\dots,q_{j+1}$, which excludes $q_k$; symmetry of $H$ then gives $q_j^{\mathsf T}Hq_k=0$. For $j=k-1$ the overlap is $(Hq_{k-1})^{\mathsf T}q_k=\beta_{k-1}$, the coefficient subtracted.

Collect $q_1,\dots,q_n$ as columns of $Q$. Let $T$ be the tridiagonal matrix with diagonal $\alpha_1,\dots,\alpha_n$ and off-diagonal $\beta_1,\dots,\beta_{n-1}$. With $u_1$ and $u_n$ the first and last unit vectors of length $n$, the recurrence reads

$$HQ=QT+\beta_nq_{n+1}u_n^{\mathsf T}.$$

Start from $e_i=Qu_1$ and suppose $H^ke_i=QT^ku_1$. One more multiplication gives

$$H^{k+1}e_i=QT^{k+1}u_1+\beta_nq_{n+1}\,(u_n^{\mathsf T}T^ku_1).$$

A tridiagonal matrix moves an index by at most one, so the bracket vanishes for $k\le n-2$. Hence $H^ke_i=QT^ku_1$ for $k\le n-1$. Since $Q^{\mathsf T}HQ=T$, for $a,b\le n-1$

$$(H^{a+b+1})_{ii}=u_1^{\mathsf T}T^a(Q^{\mathsf T}HQ)T^bu_1=(T^{a+b+1})_{11}.$$

Degree zero is the normalization, so all degrees through $2n-1$ are covered. Diagonalize $T=S\Theta S^{\mathsf T}$ and set $w_j=S_{1j}^2$. Then

$$\int p\,d\mu_i=\sum_{j=1}^nw_j\,p(\theta_j)\qquad\text{for every polynomial of degree}\le2n-1 .$$

This is the $n$-point Gauss rule of the local density of states. Its weights are positive: if $S_{1j}=0$, the rows of $TS=S\Theta$ would force the other components of that eigenvector to vanish in turn. Its nodes are distinct, because two eigenvectors with one eigenvalue could be combined to cancel the first component.

If $\beta_m=0$, the remainder in $HQ=QT$ is absent for $n=m$, and the argument holds for every power. The $m$-point rule is then the whole measure. On the ring with $h=0.5$ bohr, $\beta_6=2.789$ Ha while $\beta_7$ vanishes to within $10^{-9}$ Ha, and the nodes and weights are the seven found above.

## Where exactness ends

Write $\beta_1\cdots\beta_k\,q_{k+1}=\pi_k(H)e_i$. Multiplying the recurrence by $\beta_1\cdots\beta_{k-1}$ gives

$$\pi_k(\varepsilon)=(\varepsilon-\alpha_k)\pi_{k-1}(\varepsilon)-\beta_{k-1}^2\pi_{k-2}(\varepsilon),\qquad\pi_0=1 .$$

This is also the expansion of $\det(\varepsilon-T)$ along its last row. Thus $\pi_n$ is monic and vanishes at all $n$ nodes. The rule assigns zero to $\pi_n^2$, whereas normalization of $q_{n+1}$ gives $\int\pi_n^2d\mu_i=\beta_1^2\cdots\beta_n^2$. Since $\varepsilon^{2n}-\pi_n^2$ has degree at most $2n-1$ and is integrated without error,

$$\int\varepsilon^{2n}d\mu_i-\sum_jw_j\theta_j^{2n}=\prod_{k=1}^n\beta_k^2 .$$

As long as $\beta_n>0$, the first failure is therefore at degree $2n$ and has a definite positive size. If $\beta_n=0$, the difference vanishes, as it must for a rule that is already the whole measure.

## What nodes and weights say about states

The nodes are not in general eigenvalues of $H$. They do bound the cumulative local density of states. With the $\theta_j$ in increasing order,

$$\sum_{j<m}w_j\le\mu_i(\varepsilon<\theta_m)\le\mu_i(\varepsilon\le\theta_m)\le\sum_{j\le m}w_j .$$

For the upper bound with $m<n$, take the polynomial $P$ of degree at most $2n-2$ that equals 1 at nodes up to $\theta_m$, equals 0 at later nodes, and has zero slope at every node except $\theta_m$. These are $2n-1$ conditions. The slope $P'$ has $n-1$ zeros at nodes, and $n-2$ more between neighbouring nodes of equal value. That exhausts its degree $2n-3$, so each zero is simple and none lies between $\theta_m$ and $\theta_{m+1}$. There $P$ falls from 1 to 0. Each later node is then a local minimum of height 0 and each earlier node one of height 1. Hence $P$ lies on or above the step that is 1 for $\varepsilon\le\theta_m$ and 0 beyond. Integrating $P$ with the rule gives the bound. For $m=n$ use $P=1$. The lower bound follows by applying the result to $-H$ and subtracting from one.

So $w_m$ is the uncertainty in the weight accumulated up to $\theta_m$, not the population of one eigenstate.

## Which points are touched

Call two points one hop apart if $H$ connects them. The vector $q_k$ is a polynomial of degree $k-1$ in $H$ acting on $e_i$, so it vanishes beyond $k-1$ hops. The last entry needed, $\alpha_n=q_n^{\mathsf T}Hq_n$, uses $H$ between points within $n-1$ hops. With stencil half-width $r$:

**The $n$-point rule depends on $H$ only within $(n-1)r$ grid points along an axis.**

A radius of $nr$ points would be safe but larger than necessary. A code that also normalizes the next vector computes $\beta_n$ and does reach $n$ hops, but the rule does not use $\beta_n$.

The radius $(n-1)r$ cannot be reduced. In one dimension, without wrap-around, the point at that distance on one side is reached by a single path of $n-1$ longest hops. Therefore

$$q_n(\text{edge})=\frac{t_r^{\,n-1}}{\beta_1\cdots\beta_{n-1}} .$$

Raise the potential there by $\delta$. Earlier vectors vanish at this point, so $q_1,\dots,q_n$ do not change, and

$$\Delta\alpha_n=\delta\left(\frac{t_r^{\,n-1}}{\beta_1\cdots\beta_{n-1}}\right)^2 .$$

In three dimensions a star-shaped stencil reaches far fewer points than a cube. For $r=2$ and $n=4$, three hops reach 245 points, while the enclosing cube has $13^3=2197$. Cutting $H$ down to the 245 points leaves the four-point rule unchanged, as was tested with a random potential.

Locality holds for a given $H$. In a self-consistent calculation the potential itself depends on distant charge.

## Six nodes at one point

The example is a ring of 200 points with $h=0.5$ bohr, the stencil above, 40 noninteracting electrons, $kT=0.1$ Ha and, in hartree with $x$ in bohr,

$$V(x)=-0.6\cos\frac{2\pi x}{5}+0.2\sin\frac{2\pi x}{20}.$$

Diagonalization of the same grid model serves as reference, so discretization error and electron interaction are outside the comparison. It gives $\mu=0.18033$ Ha, or 4.907 eV. This lies in a gap of the spectrum, from 0.023 to 0.332 Ha: the 40 electrons just fill the lowest band. The temperature is very high, $kT=0.1$ Ha being about 31,600 K. Both facts favour short rules.

At $x=50.5$ bohr, $V=-0.5167$ Ha. The first coefficients can be checked by hand:

$$\alpha_1=5-0.5167=4.4833\ \text{Ha},$$
$$\beta_1=\sqrt{2(2.6667^2+0.1667^2)}=3.7786\ \text{Ha}.$$

The second holds because $He_i-\alpha_1e_i$ consists of the four hopping entries. For $n=3$ the edge is 4 points away. With $\beta_2=2.6774$ Ha and $\delta=1$ Ha, the predicted shift of $\alpha_3$ is

$$\left(\frac{0.16667^2}{3.7786\times2.6774}\right)^2=7.54\times10^{-6}\ \text{Ha},$$

as found directly. The edge is sharp, but its influence is faint.

With six nodes, the lowest lies at $-0.1445$ Ha with weight 0.2400, and the next at 1.4453 Ha. The true weight below the first is 0.2165, between the bounds 0 and 0.2400. The occupation of the first node is

$$\frac{1}{1+e^{(-0.1445-0.1803)/0.1}}=0.9626,$$

and that of the second is about $3\times10^{-6}$. Since $2/h=4$ per bohr, the density is

$$4\times0.2400\times0.9626=0.924\ \text{bohr}^{-1}.$$

The reference is 0.848, so the rule is 9% too high. A single node stands for all the occupied states at this point.

Now raise the potential by 1 Ha everywhere beyond 5 bohr, with $\mu$ fixed. The six-node rule cannot respond. The true density changes by $8.9\times10^{-4}$ bohr$^{-1}$, about 85 times less than the error already present. Here the coarse energy integration costs much more than blindness to this particular change. The factor belongs to this filling: with 60 electrons, which puts $\mu$ above the gap, it is only 1.7.

## How many steps are enough

Let $P$ be any polynomial of degree at most $2n-1$ that differs from $f$ by at most $E$ on the spectral interval. The nodes lie in this interval, because each is an expectation value of $H$ in a normalized vector. The rule integrates $P$ without error, and both the measure and the rule have total weight one. The error for $f$ is therefore at most $2E$.

To estimate $E$, map the spectrum to $[-1,1]$ and write the mapped energy as $y=(u+u^{-1})/2$. A circle $|u|=\rho>1$ becomes an ellipse with foci $\pm1$. Suppose $f$ is analytic inside and on this ellipse, with $|f|\le M$. Its Chebyshev series is

$$f=c_0+\sum_{k\ge1}c_k\frac{u^k+u^{-k}}{2}.$$

Here $c_k/2$ is a Laurent coefficient; evaluating it on $|u|=\rho$ gives $|c_k|\le2M\rho^{-k}$. On the spectrum each Chebyshev polynomial is at most one in size. Dropping all terms from $k=2n$ onward gives

$$E\le\sum_{k\ge2n}2M\rho^{-k}=\frac{2M\rho^{-(2n-1)}}{\rho-1},\qquad
|\text{error of }f(H)_{ii}|\le\frac{4M\rho^{-(2n-1)}}{\rho-1}.$$

The density error carries a further factor $2/h$.

The Fermi function has poles where $e^{(\varepsilon-\mu)/kT}=-1$. The nearest are $\mu\pm i\pi kT$, and they limit the ellipse. With spectral centre 5.2760 Ha and half-width 5.6410 Ha, the upper one maps to $z=-0.9033+0.0557i$. Its distances from the foci add up to

$$|z-1|+|z+1|=1.9041+0.1116=2.0157=\rho_*+\frac1{\rho_*},$$

so $\rho_*=1.1334$. The largest density errors over all grid points, with bounds minimized over sampled ellipses, are, in bohr$^{-1}$:

| $n$ | radius (bohr) | error | bound |
|---|---|---|---|
| 5 | 4 | $3.2\times10^{-1}$ | 89 |
| 10 | 9 | $1.8\times10^{-2}$ | 35 |
| 20 | 19 | $3.6\times10^{-4}$ | 4.6 |
| 30 | 29 | $2.3\times10^{-5}$ | 0.52 |
| 40 | 39 | $1.7\times10^{-8}$ | 0.055 |

The bound is safe but very pessimistic. Occupations lie between 0 and 1, so no density error can exceed $2/h=4$ bohr$^{-1}$; up to $n=20$ the bound says nothing new. From $n=20$ to 40 the error falls by a factor $4.7\times10^{-5}$, against $\rho_*^{-40}=6.7\times10^{-3}$. The bound knows the ends of the spectrum but not how states are distributed inside it. About two orders of magnitude are also lost in the ellipse estimate of $E$ itself: summing the actual Chebyshev coefficients from $k=2n$ on gives a bound of 0.041 bohr$^{-1}$ at $n=20$. The fall depends on the filling. With 70 electrons and $\mu$ above the gap, the error is $4\times10^{-5}$ bohr$^{-1}$ at $n=40$, and it falls by $6.9\times10^{-3}$ from $n=20$ to 40, against $\rho_*^{-40}=2.3\times10^{-2}$. These numbers do not isolate the cause of the faster and uneven fall in the table.

## Finer grids and colder electrons

A finer grid raises the top of the spectrum and brings $\rho_*$ closer to one. The decay of the bound per unit of physical radius nevertheless tends to a finite rate. Let $\Delta$ be $\mu$ minus the lowest eigenvalue and $s$ the spectral half-width. The pole is at $z=-1+\zeta$ with $\zeta=(\Delta+i\pi kT)/s$. Setting $u=-e^\eta$ gives $z=-\cosh\eta\approx-1-\eta^2/2$, so $\eta\approx\sqrt{-2\zeta}$ and

$$\ln\rho_*\approx\operatorname{Im}\sqrt{2\zeta}.$$

In one dimension the highest kinetic energy is $t_0-2t_1+2t_2=8/(3h^2)$, so $s\to4/(3h^2)$ on fine grids. With $r=2$ the radius is $R\approx2nh$. Writing $\rho_*^{-2n}=e^{-\kappa R}$ gives

$$\kappa=\frac{\ln\rho_*}{h}\to\sqrt{\tfrac32}\,\operatorname{Im}\sqrt{\Delta+i\pi kT}.$$

At $h=0.125$ bohr, with $\mu$ held fixed, the computed $\kappa$ and this formula both give 0.2511 bohr$^{-1}$; at $h=0.5$ bohr they already agree to about 0.2%. The exponential factor in the bound thus falls by about a factor $e$ per 4 bohr of radius. In three dimensions $s$ is three times larger and $\sqrt{3/2}$ becomes $\sqrt{1/2}$, which gives 0.145 bohr$^{-1}$ for the same $\Delta$ and $kT$. Covering a fixed radius takes a number of steps that grows as $1/h$. The radius that guarantees a fixed density error still grows slowly, as $\ln(1/h)$, because the prefactors $1/(\rho-1)$ and $2/h$ each grow as $1/h$.

For $\pi kT\ll\Delta$, expansion of the root gives $\kappa\approx\sqrt{3/2}\,\pi kT/(2\sqrt\Delta)$, so the decay length $1/\kappa$ of the bound grows as $1/kT$. For $\Delta\ll\pi kT\ll s$, $\kappa\approx\sqrt{3/2}\,\sqrt{\pi kT/2}$. At zero temperature, with $\mu$ inside the spectral interval, the ellipse closes on that whole interval, gaps included, and this bound offers no convergence rate. The rule itself depends on where $\mu$ lies. On an 800-point ring with the same potential and $\mu$ in the middle of the gap, the density error at $kT=0$ still falls from $1.5\times10^{-3}$ bohr$^{-1}$ at $n=20$ to $3\times10^{-6}$ at $n=40$. With 250 electrons, a partly filled band, and $kT=0.01$ Ha, it is still about $10^{-2}$ bohr$^{-1}$ at $n=80$.

## The resulting scheme

1. At each grid point run $n$ Lanczos steps within the reachable region.
2. Diagonalize the small matrix and store $\theta_{ij}$ and $w_{ij}$.
3. Find $\mu$ from $2\sum_{ij}w_{ij}f(\theta_{ij})=N_{\text{el}}$, with $N_{\text{el}}$ the electron number.
4. Form the density and the band energy $2\sum_{ij}w_{ij}\theta_{ij}f(\theta_{ij})$.

Step 3 needs no new Lanczos run, because nodes and weights do not contain $\mu$ or $kT$. Its left side increases with $\mu$, since every weight is positive. For $n=40$ the error in $\mu$ is $-1.7\times10^{-8}$ Ha. The band energy is $-5.937591$ Ha against $-5.937592$ Ha from diagonalization.

At fixed $h$ and $n$ the work is linear in the system's volume, and the points can be treated independently. The prefactor is the price. In three dimensions a run of $n$ steps handles of order $n^4$ point updates. With $n\propto1/h$ and $h^{-3}$ starting points per unit volume, the total grows as $h^{-7}$.

Rounding gradually spoils the orthogonality of the $q_k$. At the example point, full reorthogonalization changed the 40-node density by less than $10^{-9}$ bohr$^{-1}$; after 40 steps orthogonality is lost only at the level of $10^{-12}$, but after 120 steps at $3\times10^{-3}$, so this supports the plain recurrence for that run, not for runs of any length. The numerical output lists the remaining coefficients and nodes.

## Computed values

```
points 200, spacing 0.5 bohr, kT 0.1 Ha, electrons 40
stencil t0,t1,t2: 5.000000 -2.666667 0.166667 Ha
spectrum from -0.364966 to 10.916993 Ha
mu by diagonalization: 0.18032658 Ha = 4.90694 eV
example point x = 50.5 bohr, V = -0.516697 Ha
alpha 1-6 (Ha): 4.48330 5.07540 5.15779 5.43687 5.61138 5.62548
beta 1-6 (Ha): 3.77859 2.67738 2.73511 2.77450 2.75402 2.67307
degree-12 moment defect: 3.194161e+05 Ha^12
product of beta^2:       3.194161e+05 Ha^12
node (Ha), weight, sum below, true LDOS below node, sum incl.
 -0.144452 0.240046 0.000000 0.216473 0.240046
  1.445266 0.160492 0.240046 0.317446 0.400538
  3.860793 0.166061 0.400538 0.488242 0.566600
  6.681041 0.167183 0.566600 0.646720 0.733782
  9.114528 0.189243 0.733782 0.825232 0.923025
 10.433035 0.076975 0.923025 0.967440 1.000000
n=3, V raised 1.0 Ha at 4 points distance:
  alpha_3 shift 7.538985e-06 Ha, formula 7.538985e-06 Ha
density at point: true 0.848218, n=6 rule 0.924269 /bohr
V raised 1 Ha beyond 5.0 bohr, mu fixed:
  true density change 8.946e-04 /bohr
  n=6 rule change below 1e-11 /bohr: True
free 12-ring: beta_6 2.78904 Ha, beta_7 zero to 1e-9: True
rho*: from pole 1.133440, from Chebyshev series 1.133440
n, radius (bohr), max density error, bound (1/bohr)
  5   4.0 3.153e-01 8.903e+01
 10   9.0 1.849e-02 3.496e+01
 20  19.0 3.558e-04 4.568e+00
 30  29.0 2.264e-05 5.194e-01
 40  39.0 1.678e-08 5.474e-02
error ratio n=40 to n=20: 4.718e-05
rho*^(-40):               6.669e-03
n=40 rule: mu 0.18032657 Ha, error -1.74e-08 Ha
band energy: rule -5.9375910, true -5.9375923 Ha
reorthogonalization alters n=40 density by less than 1e-9 /bohr: True
h (bohr), rho*, decay constant kappa, its fine-grid formula (1/bohr)
0.500 1.133440 0.250515 0.251035
0.250 1.064759 0.250992 0.251104
0.125 1.031883 0.251082 0.251108
3D, n=4: points within 3 hops 245, enclosing cube 2197, grid 4913
```
